Diffusivity of a trace precursor in a mixture of two carriers

**Question**

I am working on precursor transport in a vapour-deposition reactor. A trace precursor has a diffusivity of 4 cm²/s in one carrier gas and 1 cm²/s in another. I have to show that its diffusivity in their equimolar mixture is 1.6 cm²/s.

My attempt was to say that half of the molecules around the precursor belong to each carrier, so D should be the average, (4 + 1)/2 = 2.5 cm²/s. I can get 1.6 by averaging 1/D instead, but I can't justify doing that. Why is 1/D the quantity to average, and what must be true of the gas for it to work? I would also like to know whether the difference matters when I compare the residence time in the reactor with the time needed to diffuse across it.

**Answer**

Average 1/D because it measures resistance to motion. In a molecular mixture every precursor molecule collides with both carriers, so the two resistances act on it together and add. To show this, start from the forces on the precursor.

**The friction from one carrier**

Take an ideal gas at uniform temperature T and total pressure P, with total number density n = P/(kT). The label t denotes the precursor, and j = 1, 2 denotes the carriers. Species i has number density n_i, mole fraction x_i = n_i/n, mean velocity v_i along z, and flux N_i = n_i v_i. "Trace" means x_t ≪ 1, so that x₁ + x₂ = 1 to leading order and collisions between precursor molecules can be ignored.

The precursor has partial pressure n_t kT. If this varies along z, the precursor in a unit volume feels a net force −kT dn_t/dz. Collisions with the carriers oppose its motion through them. The number of collisions with carrier j per unit volume and time is proportional to n_t n_j. For drifts much slower than the thermal speeds, the mean momentum lost per collision is proportional to v_t − v_j. The friction force is therefore f_j n_t n_j (v_t − v_j), where f_j depends on the colliding pair and on T.

In slow diffusion the inertia of the drift is negligible, and the two forces balance:

−kT dn_t/dz = f₁ n_t n₁ (v_t − v₁) + f₂ n_t n₂ (v_t − v₂).

The given diffusivities fix f₁ and f₂. In pure carrier j at rest, n_j = n and v_j = 0, so

−kT dn_t/dz = f_j n (n_t v_t).

Divide by f_j n:

n_t v_t = −[kT/(f_j n)] dn_t/dz.

This is Fick's law, flux = −D_j dn_t/dz, with

D_j = kT/(f_j n), or f_j = kT/(n D_j).

Here n is the total density at which D_j was given. Both diffusivities must therefore refer to the temperature and total pressure of the mixture.

**The mixture**

Insert f_j into the force balance and divide by kT:

−dn_t/dz = Σ_j n_t n_j (v_t − v_j)/(n D_j).

Since n is uniform, dn_t/dz = n dx_t/dz. On the right, n_t n_j v_t/n = x_j N_t and n_t n_j v_j/n = x_t N_j. Hence

−n dx_t/dz = Σ_j (x_j N_t − x_t N_j)/D_j.

This is the Stefan–Maxwell equation for the precursor.

Now suppose that both carriers move with the same velocity u, as they do in a premixed stream of uniform composition. Then N_j = x_j n u. Split the precursor flux into a part carried by the stream and a diffusive part J:

N_t = x_t n u + J.

Each numerator becomes

x_j (x_t n u + J) − x_t x_j n u = x_j J.

The stream velocity has cancelled, leaving

−n dx_t/dz = J (x₁/D₁ + x₂/D₂).

Compare this with the definition of the mixture diffusivity, J = −n D dx_t/dz, which is the same as −n dx_t/dz = J/D:

1/D = x₁/D₁ + x₂/D₂.

This result is known as Blanc's law. For the equimolar mixture, x₁ = x₂ = 0.5, so

1/D = 0.5/4 + 0.5/1 = 0.125 + 0.500 = 0.625 s/cm²,

D = 1/0.625 = 1.6 cm²/s.

The slow carrier supplies 0.500/0.625 = 80% of the resistance although it makes up half of the molecules. That is why the answer lies nearer to 1 than to 4.

**What goes wrong with 2.5**

At a given gradient, flux is proportional to D. An average of D would therefore be an average of fluxes. That would suit two separate, parallel channels of equal area, one filled with each carrier, with the same precursor gradient in both. Some precursor would then travel through the fast gas alone. In a molecular mixture there is no such route.

The gap between the two averages is

(D₁ + D₂)/2 − 2D₁D₂/(D₁ + D₂) = [(D₁ + D₂)² − 4D₁D₂]/[2(D₁ + D₂)] = (D₁ − D₂)²/[2(D₁ + D₂)].

It vanishes when the diffusivities are equal. Here it is 9/10 = 0.9 cm²/s, which is 2.5 − 1.6.

The limits of composition are also useful. Put x₁ = 1 − x₂ into the law:

1/D = (1 − x₂)/4 + x₂ = (1 + 3x₂)/4, so D = 4/(1 + 3x₂) cm²/s.

This gives 4 at x₂ = 0 and 1 at x₂ = 1, as it must. Near the fast end, replacing 1% of the fast carrier by the slow one lowers D by about 3%. Near the slow end, write D = 1/(1 − 0.75x₁) cm²/s. Replacing 1% of the slow carrier by the fast one then raises D by only about 0.75%.

**When the law fails**

*The carriers diffuse through each other.* Return to the Stefan–Maxwell equation before a common velocity was assumed, and solve it for N_t:

N_t = −n D dx_t/dz + x_t D (N₁/D₁ + N₂/D₂).

Suppose the carriers have opposite fluxes, N₁ = G and N₂ = −G, so that there is no net carrier flux. The last term becomes

x_t D G (1/D₁ − 1/D₂) = x_t × 1.6 × (0.25 − 1) G = −1.2 x_t G.

The precursor is dragged in the direction of carrier 2, which grips it harder, even where x_t has no gradient. The formula for D still describes the response to dx_t/dz, but D alone no longer gives the flux. This can matter where two different carrier streams meet and have not yet mixed.

*The precursor is not dilute.* Let it diffuse over a distance ℓ to a surface that consumes it completely, through carriers that have no net flux. Let its mole fraction be b at the gas side, z = 0, where the carriers are equimolar. Carrier j feels the reaction to the friction it exerts on the precursor. The carriers exert no friction on each other because both are at rest. The force balance on carrier j is therefore

n dx_j/dz = x_j N_t/D_j.

With N_t constant and s = N_t z/n, the solution is x_j = ½(1 − b) exp(s/D_j). At the surface x_t = 0, so the carrier fractions sum to one:

½(1 − b)[exp(s/4) + exp(s)] = 1,

with s in cm²/s and now evaluated at z = ℓ. Divide by 1 − b and expand both sides to second order:

1 + 0.625s + 0.266s² = 1 + b + b².

To first order s = 1.6b. Put this into the s² term, which becomes 0.68b². Then

0.625s = b + 0.32b², so s = 1.6b(1 + 0.32b).

The effective diffusivity, defined by N_t = n D_eff b/ℓ, is D_eff = s/b = 1.6(1 + 0.32b) cm²/s. At b = 0.1% it differs from the trace value by 0.032%. The carrier ratio x₂/x₁ at the surface is exp(0.75s), which is 0.12% above its value in the gas. Both changes vanish as b → 0.

*The friction is not quite additive.* I assumed that f_j is the same in the mixture as in the pure carrier. Collisions slightly distort the precursor's velocity distribution, and the distortion depends on which carriers are present. I estimated the effect for hard spheres at 350 K and 100 Torr, with masses of 115 u for the precursor and 2 u and 28 u for the carriers. The collision diameters, 0.41 and 0.44 nm, were chosen so that an undistorted, slowly drifting precursor has the given diffusivities. Random sampling of collisions, with the precursor's response expanded in a drift term and two distortion terms, gave a mixture D about 0.03% below Blanc's law evaluated with the two binary diffusivities corrected for the same distortion. (The distortion itself raises D₂ by about 0.17%, leaves D₁ practically unchanged, and puts the mixture value about 0.11% above 1.6 cm²/s; only the 0.03% measures the failure of additivity.) For this heavy precursor the correction is negligible. That number should not be carried over to a light precursor or to another force law.

**What it means for residence time**

Take a flat channel of height H = 1 cm and length L = 20 cm, with mean gas speed U = 50 cm/s. Keep the whole section at 350 K and 100 Torr. The mean residence time is

t_res = L/U = 20/50 = 0.40 s.

The time scale for diffusion across the channel is t_diff = H²/D. It follows from the diffusion equation by estimating a second derivative as 1/H². It is a scale for comparison, not the time at which a stated fraction of the precursor has reached the wall.

– Pure carrier 1: t_diff = 0.25 s, t_res/t_diff = 1.60.
– Pure carrier 2: t_diff = 1.00 s, t_res/t_diff = 0.40.
– Equimolar mixture: t_diff = 0.625 s, t_res/t_diff = 0.64.
– Incorrect average D = 2.5 cm²/s: t_diff = 0.40 s, t_res/t_diff = 1.00.

So the difference does matter. The incorrect average says that the gas stays for one full diffusion time, while the correct value is about two thirds of one. With H, U and D held fixed, matching the two times would need a length of U t_diff = 50 × 0.625 ≈ 31 cm, rather than 20 cm.

Pressure needs a separate comment. The ratio is

t_res/t_diff = L D/(U H²).

At fixed temperature and fixed gas speed, lowering P raises D as 1/P and raises the ratio. If the molar feed is fixed instead, U also rises as 1/P, and the ratio does not change.

**How far to trust these numbers in a reactor**

The parameters are round values in the rough regime of reduced-pressure metal-organic vapour-phase epitaxy with hydrogen and nitrogen carriers. They are not data for a particular precursor. Several neglected effects are small here:

– Axial diffusion is weak compared with the flow, since UL/D = 625.
– Wall collisions do not control the transport. A precursor molecule loses its directed velocity in a time mD/(kT), where m is its mass. Multiplied by its mean thermal speed √(8kT/(πm)), this gives a stopping length of about 1.6 μm, or 1.6 × 10⁻⁴ of the channel height.

The flow profile matters more. In fully developed laminar flow between wide plates, the speed is 1.5U[1 − (2y/H)²], with y measured from the midplane. Gas at the centre therefore stays for 0.40/1.5 = 0.27 s, a third less than the mean residence time.

Uniform temperature is a poor assumption in the deposition zone of a cold-wall reactor, where the susceptor is heated and the opposite wall is kept much cooler. Suppose the susceptor is at 900 K and the opposite wall at 350 K. For hard spheres f_j grows as √T, while n falls as 1/T at fixed pressure, so D_j = kT/(f_j n) grows as T^1.5. In this model both diffusivities are larger near the susceptor by (900/350)^1.5 ≈ 4.1. Attraction between real molecules usually makes the rise somewhat steeper. Blanc's law can still be used locally, with the local values of D₁, D₂ and the carrier fractions (the temperature gradient also partly separates the carriers), but a single D = 1.6 cm²/s cannot represent the whole gap.

The temperature gradient also drives a flux of its own, called thermal diffusion. Its drift speed is αD d(ln T)/dz, where α is the thermal diffusion factor. With an assumed rough size α = 1, the drift across the gap, compared with D/H, is ln(900/350) ≈ 0.94. This is comparable with ordinary diffusion, and for a heavy precursor in light carriers it normally points away from the hot surface. The time ratios above therefore apply to an isothermal section, such as an unheated entrance length, and not to the gas above a hot susceptor.

Numerical values quoted here were computed with a short program.
